# Why harmonic phonon interface conductance saturates, and what a further rise means

**Question.** Heat crosses the boundary between an interconnect metal and its barrier layer partly by phonons. If all springs are harmonic, why does the conductance of the boundary stop growing at high temperature, although the phonons keep multiplying? And when a conductance goes on rising, what may be concluded?

**Answer.** A harmonic interface transmits a fixed fraction of each incident wave. Heating changes how much energy arrives but not the fraction that passes. At high temperature each mode carries energy $kT$, so two sides that differ by $\delta T$ differ by $k\,\delta T$ per mode, whatever $T$ is. Conductance measures this difference, and the difference has stopped growing.

A rise by itself proves nothing, because a harmonic conductance also rises while its modes fill. The conclusion needs a limit on how large that rise can be.

## The transmitted fraction does not know the temperature

The algebra uses atomic units, with Boltzmann's constant $k$ kept and $T$ in kelvin. Take two simple cubic lattices with spacing $a$, one displacement per atom, masses $M_L,M_R$ and springs $K_L,K_R$, joined by bonds $K_i$. The lateral wave vector is conserved and enters through $\ell=2(2-\cos k_xa-\cos k_ya)$. In the left lead, layer $n$ obeys

$$M_L\omega^2u_n=K_L[(\ell+2)u_n-u_{n-1}-u_{n+1}].$$

A wave $e^{iqn}$ therefore has $M_L\omega^2=K_L(\ell+2-2\cos q)$, with largest value $12K_L$. The right lead has the same form, with wave number $p$.

Let layers 0 and 1 face each other. An incident wave of unit amplitude gives $u_n=e^{iqn}+re^{-iqn}$ for $n\le0$ and $u_n=te^{ip(n-1)}$ for $n\ge1$. Layer 0 has one lead neighbour and one interface bond:

$$M_L\omega^2u_0=K_L[(\ell+1)u_0-u_{-1}]+K_i(u_0-u_1).$$

Replace $M_L\omega^2$ by the dispersion relation. The incident wave then has the coefficient $1-2\cos q+e^{-iq}=1-e^{iq}$, and the reflected wave the complex conjugate. With

$$d_L=K_L(1-e^{-iq})-K_i,\qquad d_R=K_R(1-e^{-ip})-K_i,$$

the equations of layers 0 and 1 become

$$d_L^*+r\,d_L=-K_it,\qquad d_R\,t=-K_i(1+r).$$

The first gives $1+r=(d_L-d_L^*-K_it)/d_L$, where $d_L-d_L^*=2iK_L\sin q$. Inserting this in the second,

$$t=-\frac{2iK_iK_L\sin q}{d_Ld_R-K_i^2}.$$

The mean power that a wave of amplitude $A$ carries through a bond is force times velocity, $\tfrac12\mathrm{Re}[K(u_n-u_{n+1})(-i\omega u_{n+1})^*]=\tfrac12\omega K\sin q\,|A|^2$. The transmitted share of energy is thus $|t|^2K_R\sin p/(K_L\sin q)$, or

$$\mathcal T=\frac{4K_i^2\,K_L\sin q\;K_R\sin p}{|d_Ld_R-K_i^2|^2}.$$

No amplitude and no temperature appears. The equations are linear, so doubling the incident wave doubles every other wave, and no frequency is converted into another. If one side has no travelling wave at this $\omega$ and $\ell$, its wave decays, carries no power, and $\mathcal T=0$.

## From transmission to saturation

For one lateral wave vector, the modes in $dq$ bring the energy current $\omega n\,(d\omega/dq)\,dq/2\pi=\omega n\,d\omega/2\pi$ to the interface. The group velocity cancels the density of states. Since $\mathcal T$ is symmetric between the sides, the net current is

$$J=\int_0^\infty\frac{d\omega}{2\pi}\,\omega\,\mathcal T(\omega)\,(n_L-n_R).$$

Here $n_L$ and $n_R$ are Bose functions at the temperatures of the reservoirs that emit the phonons. A pulse that leaves the incident phonons far from such distributions is outside this formula. From here on, $\mathcal T(\omega)$ is averaged over lateral wave vectors; dividing by $a^2$ gives the current per area.

For reservoirs at $T+\delta T$ and $T$ we need $\omega\,\partial n/\partial T$. With $x=\omega/kT$ and $n=1/(e^x-1)$,

$$\omega\frac{\partial n}{\partial T}=\omega\,\frac{x}{T}\,\frac{e^x}{(e^x-1)^2}=k\,f(x),\qquad f(x)=\left[\frac{x/2}{\sinh(x/2)}\right]^2.$$

Hence

$$G(T)=\frac{k}{a^2}\int_0^\infty\frac{d\omega}{2\pi}\,f\!\left(\frac{\omega}{kT}\right)\mathcal T(\omega).$$

The function $y/\sinh y$ falls from 1 to 0 as $y$ grows. Heating lowers $x$, so $f$ rises towards 1, and $G$ rises towards the ceiling $G_\infty=(k/a^2)\int d\omega\,\mathcal T/2\pi$ without passing it. Near the ceiling, $\sinh y/y\approx1+y^2/6$ gives $f\approx1-x^2/12$ and

$$G\approx G_\infty\left[1-\frac{\langle\omega^2\rangle}{12(kT)^2}\right],$$

where the average is weighted by $\mathcal T$.

The modes that matter are those that can travel on both sides, so the softer lead's cutoff limits them. The stiffer lead may still be filling its upper modes, and its heat capacity may still climb, while the harmonic conductance is flat.

## How much rise can a harmonic interface show?

Suppose $\mathcal T=0$ above $\omega_c$. From $\ln f=2\ln(x/2)-2\ln\sinh(x/2)$, and because $x\propto1/T$ at fixed $\omega$,

$$\frac{\partial\ln f}{\partial\ln T}=h(x)=x\coth\frac x2-2,\qquad h'(x)=\frac{\sinh x-x}{2\sinh^2(x/2)}>0.$$

So a higher frequency has the larger relative growth. For $T_2>T_1$ the ratio

$$R(\omega)=\frac{f(\omega/kT_2)}{f(\omega/kT_1)}=\exp\int_{T_1}^{T_2}h\!\left(\frac{\omega}{kT}\right)\frac{dT}{T}$$

increases with $\omega$. Now $G(T_2)/G(T_1)$ is the average of $R(\omega)$ with the non-negative weight $f(\omega/kT_1)\mathcal T(\omega)$, and an average cannot exceed the largest value:

$$\frac{G(T_2)}{G(T_1)}\le R(\omega_c).$$

The details of $\mathcal T$ have dropped out. The bound holds for smooth or rough interfaces, provided the transmission is elastic, the springs stay fixed and $\omega_c$ is known. A larger rise rules out that model. A smaller rise does not prove the interface harmonic.

## A soft metal on TiN

TiN is a conducting barrier material. Averaging its two masses turns its rocksalt structure into a simple cubic lattice. Rough typical values are a TiN cutoff of 0.075 eV with mean mass 31 u, a soft metal cutoff of 0.030 eV with mass 64 u, and $a=2.2$ angstrom. The interface spring is set to 0.50 eV/angstrom², below both lead springs (1.15 and 3.48). Three equal polarizations are counted.

The harmonic conductance is 22.6 MW/(m² K) at 300 K and 22.9 at 600 K, with a ceiling of 23.0. It reaches 95% of the ceiling at about 179 K. The transmitted phonons have an rms energy of 0.0122 eV, and $kT$ at 600 K is 0.0517 eV, so the expansion puts $G$ below its ceiling by the fraction $(0.0122/0.0517)^2/12\approx0.5\%$, as found.

Saturation comes this early because lateral momentum is conserved. Travelling waves need $\ell\ge12(\omega/\omega_L)^2-4$ in the soft metal and $\ell\le12(\omega/\omega_R)^2$ in TiN, where $\omega_L,\omega_R$ are the cutoffs. Both can hold up to

$$\omega=\frac{\omega_L}{\sqrt{3(1-\omega_L^2/\omega_R^2)}}=\frac{0.030\ \text{eV}}{\sqrt{3\times0.84}}\approx0.019\ \text{eV}.$$

Between 300 and 600 K the harmonic $G$ grows by the factor 1.014, while the heat capacity of the model TiN grows by 1.27. The bound, with the full soft cutoff as $\omega_c$, is $0.9724/0.8949=1.087$. A rough interface mixes lateral momenta and may use modes up to 0.030 eV, but with fixed springs it still cannot pass this value.

If harmonic phonons alone carried the heat, a flux of 10 kW/cm², or $10^8$ W/m², would at 300 K make a temperature jump of $10^8/(22.6\times10^6)\approx4.4$ K. At 600 K the same flux would give nearly the same jump. Electrons, treated below, make the jump in a metallic contact much smaller.

## Why an inelastic channel keeps rising

Give the bond the energy $\tfrac12K_i\delta^2+\tfrac16\varphi_3\delta^3$ with $\delta=u_R-u_L$. Expanding $\delta^3$ leaves the mixed terms

$$V=\frac{\varphi_3}{2}\left(u_L^2u_R-u_Lu_R^2\right).$$

The first can destroy two soft phonons and create one stiff phonon, with $\omega_3=\omega_1+\omega_2$. Energy can thus enter TiN above the soft metal's cutoff. For one such triple with rate constant $W$, the current is

$$J=W\omega_3\,[n_1n_2(n_3+1)-(n_1+1)(n_2+1)n_3].$$

Modes 1 and 2 are at $T+\delta T$ and mode 3 at $T$. Since $(n+1)/n=e^x$, the second term equals the first times $\exp[\omega_3/k(T+\delta T)-\omega_3/kT]\approx1-\omega_3\delta T/kT^2$. Therefore

$$G_3=W\,\frac{\omega_3^2}{kT^2}\,n_1n_2(n_3+1).$$

Write $n=e^{-x/2}/[2\sinh(x/2)]$ and $n+1=e^{x/2}/[2\sinh(x/2)]$. The exponentials cancel because $x_3=x_1+x_2$, and

$$G_3=Wk^2T\,\frac{\omega_3}{\omega_1\omega_2}\prod_{j=1}^3\frac{x_j/2}{\sinh(x_j/2)}.$$

The product rises to 1 and the prefactor is linear in $T$. Physically, the chance that one phonon meets another grows with their number, so the interface itself passes more when hot. At this order the channel has no classical ceiling; perturbation theory fails before it could grow without limit.

For the lattice, each term of $V$ has the form $\lambda\sum_rA_rB_r$, with $A$ on the left, $B$ on the right and $|\lambda|=|\varphi_3|/2$. Let $S_X(\omega)$ be the Fourier transform of $\langle X(t)X(0)\rangle$, resolved in lateral wave vector, with $\omega>0$ when that side absorbs energy. The golden rule gives, per surface atom,

$$J=\lambda^2\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega\,\overline{S_B(\omega)S_A(-\omega)},$$

where the bar averages over lateral wave vectors. Pairing $\pm\omega$ and using detailed balance, $S(-\omega)=e^{-\omega/kT}S(\omega)$ at each side's own temperature, gives to first order in $\delta T$

$$G=\lambda^2\int_0^\infty\frac{d\omega}{2\pi}\,\frac{\omega^2}{kT^2}\,\overline{S_B(\omega)S_A(-\omega)}.$$

A surface atom responds to a force with the absorptive part $K\sin q/|d|^2$, so $S_u=2(n+1)K\sin q/|d|^2$. Harmonic displacements are Gaussian. Of the three pairings in $\langle u^2(t)u^2(0)\rangle$, one is constant and moves no energy, and the other two give $2\langle u(t)u(0)\rangle^2$. The two terms of $V$ do not interfere, since their cross correlators are odd in $u$.

A Morse bond $D(1-e^{-\alpha\delta})^2=D\alpha^2\delta^2-D\alpha^3\delta^3+\dots$ has $K_i=2D\alpha^2$ and $\varphi_3=-3\alpha K_i$. With the rough value $\alpha=1.5$ per angstrom, and counting bond stretching alone, the cubic channel carries 2.1 MW/(m² K) at 300 K and 4.7 at 600 K. Its factor of 2.2 exceeds 2 because the product above is still rising.

Is this enough to break the bound? A channel proportional to $T$, with share $s$ of the harmonic $G(T_1)$, must satisfy

$$\frac{r_h+sT_2/T_1}{1+s}>r_b\quad\Longrightarrow\quad s>\frac{r_b-r_h}{T_2/T_1-r_b}=\frac{1.0866-1.0139}{2-1.0866}\approx8\%,$$

where $r_h$ is the harmonic ratio and $r_b$ the bound. The cubic share is $2.1/22.6\approx9\%$, and harmonic plus cubic conductance rises by a factor of 1.12, above 1.087. The margin is not secure. The same weak-bond approximation overestimates the harmonic conductance by 38% at 300 K. With the harmonic bond kept to all orders, the cubic channel falls to about 1.75 and 3.9 MW/(m² K), and the rise to 1.10. Other terms enter at the same order $\alpha^2$. The thermal stretch of the bond shifts its spring by $-\tfrac92\alpha^2K_i\langle\delta^2\rangle$, the quartic Morse term shifts it by $+\tfrac72\alpha^2K_i\langle\delta^2\rangle$, and the cubic self-energy changes the elastic transmission. Together they lower the elastic conductance of the stretching polarization by about 4% at 300 K and 9% at 600 K, which leaves a rise of about 1.09, level with the bound. An inelastic channel can therefore be present without breaking the bound clearly.

## Other causes of a rise

Both sides here are metals, so electrons cross too. Let their transmission be independent of energy and let $\rho$ be the electrical resistance times area. With $F$ the Fermi function and unit electron charge, the heat current per area is $\rho^{-1}\int dE\,(E-\mu)(F_L-F_R)$. Since $\partial F/\partial T=[(E-\mu)/T](-\partial F/\partial E)$, setting $y=(E-\mu)/kT$ gives

$$G_e=\frac{k^2T}{\rho}\int_{-\infty}^{\infty}\frac{y^2e^y\,dy}{(e^y+1)^2}=\frac{\pi^2k^2}{3}\,\frac T\rho.$$

The integral follows by parts: it equals $4\int_0^\infty y\,dy/(e^y+1)=4\pi^2/12$. For a rough $\rho=10^{-11}$ ohm cm², held fixed, $G_e$ is about 7300 MW/(m² K) at 300 K and twice that at 600 K. The summed conductance rises by a factor of 2.00, with hardly any contribution from phonon anharmonicity. The electron channel would equal the harmonic one at 300 K only for $\rho$ near $3\times10^{-9}$ ohm cm². Because $F_L$ and $F_R$ belong to the reservoirs, $\rho$ includes the ballistic (Sharvin) resistance, about $0.9\times10^{-11}$ ohm cm² for free electrons at the density of copper. The assumed $\rho$ therefore means nearly perfect transmission, and this $G_e$ lies near the upper end. Adding the channels also assumes that electrons and lattice share one temperature on each side.

Springs that change with temperature form another cause, and here transmission may stay elastic. With TiN held fixed, a 3% fall of the soft metal's frequencies, with the bond spring softened in proportion to the metal's, lowers $G_\infty$ by 11%. That is a rough size for thermal expansion over 300 K. A bond spring 10% stiffer, all else fixed, raises $G_\infty$ by 13%. If a bond stiffened so much between 300 and 600 K, the ratio would be about $1.014\times1.13\approx1.15$, beyond the bound without any inelastic process.

Reservoir temperatures also include a small resistance that belongs to the leads. Its size depends somewhat on how the local temperature beside the interface is defined. With modes weighted by the current they can carry, it is about 1% of the total here and changes by 0.1 percentage point between the two temperatures, too little to matter.

## The model beside a real contact

The phonon value of 23 MW/(m² K) is low; solid interfaces where phonons carry the heat span roughly tens to hundreds of MW/(m² K). The weak bond and the momentum rule both restrict transmission in this model, and real contacts have roughness, intermixing and three distinct polarizations. The largest departure for a clean metallic contact is the electron channel, which for the assumed resistance exceeds the phonon part about 300 times at 300 K, and more at 600 K. A rise in the total conductance then says nothing about phonon conversion. The bound tests phonon physics when the electronic part is negligible or separately known, and it points to inelastic phonons when changes of the springs have been excluded as well. The values used here are collected in the numerical output below.

## Numbers as computed

```
soft metal cutoff (rough): 0.030 eV
TiN cutoff (rough): 0.075 eV
atomic masses soft, TiN mean: 64, 31 u
cubic cell edge: 2.20 angstrom
lead spring, soft: 1.148 eV/angstrom^2
lead spring, TiN: 3.476 eV/angstrom^2
interface spring: 0.50 eV/angstrom^2
Morse exponent of bond: 1.50 1/angstrom
thermal energy kT at 300 K: 0.02585 eV
highest transmitted phonon energy: 0.0188 eV
rms transmitted phonon energy: 0.0122 eV
mode factor at soft cutoff, 300 K: 0.8949
mode factor at soft cutoff, 600 K: 0.9724
harmonic G at 300 K: 22.628 MW/(m^2 K)
harmonic G at 600 K: 22.942 MW/(m^2 K)
harmonic G, classical limit: 23.048 MW/(m^2 K)
two-term expansion at 600 K: 22.942 MW/(m^2 K)
temperature of 95% saturation: 178.8 K
harmonic rise G(600 K)/G(300 K): 1.0139
upper bound on harmonic rise: 1.0866
linear-channel share that breaks bound: 7.96 %
TiN heat capacity / classical, 300 K: 0.7200
TiN heat capacity / classical, 600 K: 0.9174
TiN heat capacity rise: 1.2741
heat flux for jump: 10 kW/cm^2
temperature jump, harmonic G at 300 K: 4.42 K
cubic channel at 300 K: 2.125 MW/(m^2 K)
cubic channel at 600 K: 4.677 MW/(m^2 K)
cubic channel rise: 2.201
harmonic plus cubic rise: 1.1158
cubic mesh change 24 to 16: 0.94 %
weak-bond / full harmonic G: 1.379
interface resistance (rough): 1e-11 ohm cm^2
Lorenz number: 2.4430e-08 W ohm/K^2
electron channel at 300 K: 7329 MW/(m^2 K)
electron channel at 600 K: 14658 MW/(m^2 K)
rise with all channels: 1.9970
Grueneisen parameter (rough): 2.0
volume expansion (rough): 5e-05 1/K
classical G change, soft side and bond softened: -10.97 %
classical G change, bond spring +10%: 13.25 %
contact share of resistance, 300 K: 1.13 %
contact share of resistance, 600 K: 1.04 %
```
